# Why Slope-Dependent Sputtering Turns Rounded Ridges into Edges and Facets: test program

```python
# Result under test: a surface h(x,t) eroded as h_t = -R(h_x) carries each
# slope p = h_x sideways at speed R'(p). Where rays converge, an edge forms;
# where they diverge, the surface flattens. An edge moves at [R]/[p].
# R: downward erosion speed (nm/s); V: its value on a flat surface.
# Test surfaces have slope p0(x) = mean - half*tanh(x/width):
# half > 0 is a ridge, half < 0 a valley. Lengths in nm, times in s.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Rough typical values for 1 keV argon on silicon
ion_energy = 1000.0          # eV
current = 0.2                # mA/cm2
yield_flat = 0.7             # atoms per ion
density = 50.0               # atoms per nm3
F = 2.0                      # Yamamura exponent
peak_angle = 70.0            # degrees, angle of largest yield
S = F * np.cos(np.radians(peak_angle))
flux = current * 10.0 / const.e * 1e-18      # ions per nm2 per s
V = flux * yield_flat / density
MEAN, HALF, WIDTH = 0.3, 0.5, 100.0
P_LEFT, P_RIGHT = MEAN + HALF, MEAN - HALF


def R(p):
    u = np.sqrt(1 + p * p)
    return V * u**F * np.exp(-S * (u - 1))


def R1(p):
    u = np.sqrt(1 + p * p)
    return R(p) * (F * p / u**2 - S * p / u)


def R2(p):
    u = np.sqrt(1 + p * p)
    g = F * p / u**2 - S * p / u
    return R(p) * (g * g + F * (1 / u**2 - 2 * p * p / u**4) - S / u**3)


def yield_angle(theta):
    c = np.cos(theta)
    return yield_flat * c**(-F) * np.exp(-S * (1 / c - 1))


def slope0(x, mean=MEAN, half=HALF, width=WIDTH):
    return mean - half * np.tanh(x / width)


def bend0(x, half=HALF, width=WIDTH):
    return -half / width * (1 - np.tanh(x / width)**2)


def height0(x, mean=MEAN, half=HALF, width=WIDTH):
    z = x / width
    return mean * x - half * width * (np.logaddexp(z, -z) - np.log(2))


def second_difference(h, dx):
    return (h[2:] - 2 * h[1:-1] + h[:-2]) / dx**2


def evolve(h, dx, duration, p_left, p_right, nu=0.0, B=0.0):
    """Direct integration of h_t = -R(h_x) + nu*h_xx - B*h_xxxx."""
    end_rates = -R(p_left), -R(p_right)

    def rate(y):
        out = np.empty_like(y)
        bend = np.zeros_like(y)
        bend[1:-1] = second_difference(y, dx)
        out[1:-1] = -R((y[2:] - y[:-2]) / (2 * dx)) + nu * bend[1:-1]
        if B:
            out[1:-1] -= B * second_difference(bend, dx)
        out[0], out[-1] = end_rates
        return out

    dt_limit = 1 / (2 * V / dx + 2 * nu / dx**2 + 8 * B / dx**4)
    steps = int(np.ceil(duration / dt_limit))
    dt = duration / steps
    h = h.copy()
    for _ in range(steps):
        a = rate(h)
        b = rate(h + dt * a / 2)
        c = rate(h + dt * b / 2)
        d = rate(h + dt * c)
        h += dt * (a + 2 * b + 2 * c + d) / 6
    return h


# Vertical speed from moving a tilted plane along its own normal
theta = np.arctan(P_LEFT)
normal_speed = flux * np.cos(theta) * yield_angle(theta) / density
shift = -normal_speed * np.array([-np.sin(theta), np.cos(theta)])
points = np.array([[-1, -P_LEFT], [1, P_LEFT]]) + shift
drop = -np.interp(0.0, points[:, 0], points[:, 1])
assert abs(drop / R(P_LEFT) - 1) < 1e-10

# Derivatives of R against finite differences
ps = np.linspace(-2.5, 2.5, 41)
eps = 1e-4
assert np.allclose((R(ps + eps) - R(ps - eps)) / (2 * eps), R1(ps),
                   atol=1e-7 * V)
assert np.allclose((R(ps + eps) - 2 * R(ps) + R(ps - eps)) / eps**2,
                   R2(ps), atol=1e-5 * V)
inflection = brentq(R2, 0.5, 2.0)
assert np.all(R2(np.linspace(P_RIGHT, P_LEFT, 201)) > 0)

FEET = np.linspace(-1500, 1500, 30001)


def break_time(mean, half):
    sharpening = R2(slope0(FEET, mean, half)) * bend0(FEET, half)
    k = np.argmin(sharpening)
    return -1 / sharpening[k], FEET[k]


def first_crossing(mean, half):
    """Earliest meeting of neighbouring rays, speeds taken from R alone."""
    p = slope0(FEET, mean, half)
    speed = (R(p + eps) - R(p - eps)) / (2 * eps)
    closing = speed[:-1] - speed[1:]
    return (FEET[1] - FEET[0]) / closing.max()


t_break, foot_break = break_time(MEAN, HALF)
STEEP_MEAN, STEEP_HALF = 1.7, -0.4
t_steep, _ = break_time(STEEP_MEAN, STEEP_HALF)
assert abs(first_crossing(MEAN, HALF) / t_break - 1) < 1e-3
assert abs(first_crossing(STEEP_MEAN, STEEP_HALF) / t_steep - 1) < 1e-3

# Ray solution against direct integration, for ridge and valleys
DX = 1.0
X = np.arange(-1000, 1001) * DX


def test_rays(mean, half, t):
    h = evolve(height0(X, mean, half), DX, t, mean + half, mean - half)
    p = slope0(FEET, mean, half)
    ray_x = FEET + R1(p) * t
    ray_h = height0(FEET, mean, half) + (p * R1(p) - R(p)) * t
    bend = bend0(FEET, half)
    ray_bend = bend / (1 + R2(p) * bend * t)
    inside = np.abs(X[1:-1]) < 700
    xs = X[1:-1][inside]
    error = np.max(np.abs(h[1:-1][inside] - np.interp(xs, ray_x, ray_h)))
    measured = second_difference(h, DX)[inside]
    expected = np.interp(xs, ray_x, ray_bend)
    largest = np.max(np.abs(measured))
    assert error < 0.05
    assert np.max(np.abs(measured - expected)) < 0.01 * largest
    return largest


start_bend = HALF / WIDTH
ridge_bend = test_rays(MEAN, HALF, 0.6 * t_break)
valley_bend = test_rays(MEAN, -HALF, 2 * t_break)
steep_start = abs(STEEP_HALF) / WIDTH
steep_bend = test_rays(STEEP_MEAN, STEEP_HALF, 0.6 * t_steep)
assert ridge_bend > 1.5 * start_bend
assert valley_bend < 0.7 * start_bend
assert steep_bend > 1.5 * steep_start

# Lower envelope of sinking tangent planes, and the edge it contains
FOOT_SLOPE = slope0(FEET)


def edge(t):
    base = height0(FEET) - FOOT_SLOPE * FEET - R(FOOT_SLOPE) * t
    low, high = -800.0, 1000.0
    for _ in range(50):
        middle = (low + high) / 2
        if FEET[np.argmin(base + FOOT_SLOPE * middle)] < foot_break:
            low = middle
        else:
            high = middle
    left = np.argmin(base + FOOT_SLOPE * low)
    right = np.argmin(base + FOOT_SLOPE * high)
    return low, FOOT_SLOPE[left], FOOT_SLOPE[right], FEET[left], FEET[right]


def chord_speed(a, b, rate=R):
    return (rate(a) - rate(b)) / (a - b)


t_check = 2 * t_break
dt_check = 0.02 * t_break
speed_check = (edge(t_check + dt_check)[0]
               - edge(t_check - dt_check)[0]) / (2 * dt_check)
_, p_a, p_b, _, _ = edge(t_check)
assert abs(speed_check / chord_speed(p_a, p_b) - 1) < 0.01
edge_speed = chord_speed(P_LEFT, P_RIGHT)
assert R1(P_LEFT) > edge_speed > R1(P_RIGHT)

# Weak curvature smoothing: its limit must be the lower envelope
ion_depth = 3.0              # nm, rough
nu = V * ion_depth           # nm2/s, size estimate
t_late = 4 * t_break
late_edge = edge(t_late)
feet = FEET[::10]
p_feet = slope0(feet)
base = height0(feet) - p_feet * feet - R(p_feet) * t_late
envelope = np.array([np.min(base + p_feet * x) for x in X])
h_full = evolve(height0(X), DX, t_late, P_LEFT, P_RIGHT, nu)
h_half = evolve(height0(X), DX, t_late, P_LEFT, P_RIGHT, nu / 2)
gap_full = np.abs(h_full - envelope)
gap_half = np.abs(h_half - envelope)
faces = np.abs(X - late_edge[0]) > 80
assert gap_full[faces].max() < 0.5
assert 0.4 < gap_half.max() / gap_full.max() < 0.6

# Finite edge width from the steady smoothed profile
between = np.linspace(P_RIGHT, P_LEFT, 2001)
chord_gap = R(P_LEFT) + edge_speed * (between - P_LEFT) - R(between)
assert chord_gap.min() > -1e-12
bend_formula = chord_gap.max() / nu
bend_measured = np.abs(second_difference(h_full, DX)).max()
assert abs(bend_measured / bend_formula - 1) < 0.04
edge_width = (P_LEFT - P_RIGHT) / bend_formula

# Fourth-order smoothing, sized from a rough ripple wavelength
ripple = 30.0                # nm, rough
B = nu * ripple**2 / (8 * np.pi**2)
q = np.linspace(0.01, 0.5, 100001)
q_fastest = q[np.argmax(nu * q**2 - B * q**4)]
assert abs(q_fastest * ripple / (2 * np.pi) - 1) < 1e-3
dx4 = 1.5
x4 = np.arange(-270, 271) * dx4


def middle_position(h):
    p = (h[2:] - h[:-2]) / (2 * dx4)
    k = np.flatnonzero((p[:-1] >= MEAN) & (p[1:] < MEAN))[0]
    return x4[k + 1] + dx4 * (p[k] - MEAN) / (p[k] - p[k + 1])


h_one = evolve(height0(x4, width=20.0), dx4, 800.0, P_LEFT, P_RIGHT, B=B)
h_two = evolve(h_one, dx4, 800.0, P_LEFT, P_RIGHT, B=B)
speed4 = (middle_position(h_two) - middle_position(h_one)) / 800.0
assert abs(speed4 / edge_speed - 1) < 0.02
width4 = (P_LEFT - P_RIGHT) / np.abs(second_difference(h_two, dx4)).max()

# Beam divergence: average over incidence angles in the x-z plane
divergence = 3.0             # degrees rms, rough
nodes, weights = np.polynomial.hermite_e.hermegauss(9)
weights = weights / weights.sum()


def R_divergent(p):
    angle = np.arctan(p)
    local = angle + np.radians(divergence) * nodes
    arriving = np.cos(local) / np.cos(angle)
    return np.sum(weights * flux * arriving * yield_angle(local)) / density


speed_div = chord_speed(P_LEFT, P_RIGHT, R_divergent)

# Steady beam heating, cooled only by radiation from both wafer sides
emissivity, ambient = 0.6, 300.0             # rough
power = current * 10.0 * ion_energy          # W/m2
temperature = (ambient**4 + power / (2 * emissivity
               * const.Stefan_Boltzmann))**0.25

print(f"Ion energy: {ion_energy:.0f} eV")
print(f"Ion current density: {current:.1f} mA/cm2")
print(f"Ion flux: {flux:.2f} ions/(nm2 s)")
print(f"Yield at normal incidence: {yield_flat:.1f} atoms/ion")
print(f"Atomic density: {density:.0f} atoms/nm3")
print(f"Yamamura exponent f: {F:.1f}; s: {S:.3f} (no unit)")
print(f"Angle of largest yield: {peak_angle:.0f} degrees")
print(f"Flat-surface erosion speed V: {V:.4f} nm/s")
print(f"Inflection of R: slope {inflection:.3f}, "
      f"angle {np.degrees(np.arctan(inflection)):.1f} degrees")
print(f"Initial rounding length: {WIDTH:.0f} nm")
for p in (P_LEFT, MEAN, 0.0, P_RIGHT):
    print(f"Slope {p:.1f}: angle {np.degrees(np.arctan(p)):.1f} degrees, "
          f"R {R(p):.4f} nm/s, R' {R1(p):.4f} nm/s, R'' {R2(p):.4f} nm/s")
print(f"Ridge breaking time: {t_break:.0f} s")
print(f"First-crossing foot x0: {foot_break:.1f} nm")
print(f"Slope at that foot: {slope0(foot_break):.3f}")
print(f"Flat-surface depth removed by then: {V * t_break:.0f} nm")
print(f"Ion dose by then: {flux * t_break * 1e14:.2e} ions/cm2")
print(f"Initial largest |h_xx|, ridge or valley: {start_bend:.5f} 1/nm")
print(f"Ridge |h_xx| at 0.6 breaking times: {ridge_bend:.5f} 1/nm")
print(f"Gentle valley |h_xx| at 2 breaking times: {valley_bend:.5f} 1/nm")
print(f"Steep valley slopes: {STEEP_MEAN + STEEP_HALF:.1f} to "
      f"{STEEP_MEAN - STEEP_HALF:.1f}")
print(f"Steep valley breaking time: {t_steep:.0f} s")
print(f"Steep valley |h_xx|: {steep_start:.5f} 1/nm at start, "
      f"{steep_bend:.5f} 1/nm at 0.6 of its breaking time")
for multiple in (1.2, 2.0, 4.0):
    place, a, b, left, right = edge(multiple * t_break)
    print(f"At {multiple:.1f} breaking times: edge x {place:.1f} nm, "
          f"slopes {a:.3f} and {b:.3f}, feet {left:.0f} and {right:.0f} nm")
print(f"Edge speed at 2 breaking times: {speed_check:.4f} nm/s from motion, "
      f"{chord_speed(p_a, p_b):.4f} nm/s from chord")
print(f"Final edge speed from flank slopes: {edge_speed:.4f} nm/s")
print(f"Rough ion depth: {ion_depth:.0f} nm; smoothing nu: {nu:.3f} nm2/s")
print(f"Largest smoothed-envelope gap: {gap_full.max():.2f} nm; "
      f"with half nu: {gap_half.max():.2f} nm")
print(f"Largest gap over 80 nm from edge: {gap_full[faces].max():.3f} nm")
print(f"Edge |h_xx|: {bend_measured:.4f} 1/nm integrated, "
      f"{bend_formula:.4f} 1/nm formula")
print(f"Smoothed edge width, slope jump/max|h_xx|: {edge_width:.1f} nm")
print(f"Initial width by same measure: {2 * HALF / start_bend:.0f} nm")
print(f"Rough ripple wavelength: {ripple:.0f} nm; B: {B:.2f} nm4/s")
print(f"Fourth-order edge: speed {speed4:.4f} nm/s, width {width4:.1f} nm")
print(f"Beam divergence: {divergence:.0f} degrees rms; edge speed change: "
      f"{100 * (speed_div / edge_speed - 1):.2f} percent")
print(f"Beam heating: {power / 1e4:.2f} W/cm2; emissivity {emissivity:.1f}; "
      f"ambient {ambient:.0f} K; wafer {temperature:.0f} K")
print("tests ok")
```

Output:

```
Ion energy: 1000 eV
Ion current density: 0.2 mA/cm2
Ion flux: 12.48 ions/(nm2 s)
Yield at normal incidence: 0.7 atoms/ion
Atomic density: 50 atoms/nm3
Yamamura exponent f: 2.0; s: 0.684 (no unit)
Angle of largest yield: 70 degrees
Flat-surface erosion speed V: 0.1748 nm/s
Inflection of R: slope 1.029, angle 45.8 degrees
Initial rounding length: 100 nm
Slope 0.8: angle 38.7 degrees, R 0.2366 nm/s, R' 0.1297 nm/s, R'' 0.0574 nm/s
Slope 0.3: angle 16.7 degrees, R 0.1848 nm/s, R' 0.0654 nm/s, R'' 0.1952 nm/s
Slope 0.0: angle 0.0 degrees, R 0.1748 nm/s, R' 0.0000 nm/s, R'' 0.2300 nm/s
Slope -0.2: angle -11.3 degrees, R 0.1793 nm/s, R' -0.0449 nm/s, R'' 0.2139 nm/s
Ridge breaking time: 974 s
First-crossing foot x0: 18.5 nm
Slope at that foot: 0.209
Flat-surface depth removed by then: 170 nm
Ion dose by then: 1.22e+18 ions/cm2
Initial largest |h_xx|, ridge or valley: 0.00500 1/nm
Ridge |h_xx| at 0.6 breaking times: 0.01219 1/nm
Gentle valley |h_xx| at 2 breaking times: 0.00193 1/nm
Steep valley slopes: 1.3 to 2.1
Steep valley breaking time: 2735 s
Steep valley |h_xx|: 0.00400 1/nm at start, 0.00992 1/nm at 0.6 of its breaking time
At 1.2 breaking times: edge x 73.3 nm, slopes 0.509 and -0.050, feet -44 and 87 nm
At 2.0 breaking times: edge x 113.8 nm, slopes 0.730 and -0.179, feet -130 and 192 nm
At 4.0 breaking times: edge x 223.1 nm, slopes 0.796 and -0.200, feet -281 and 398 nm
Edge speed at 2 breaking times: 0.0542 nm/s from motion, 0.0542 nm/s from chord
Final edge speed from flank slopes: 0.0572 nm/s
Rough ion depth: 3 nm; smoothing nu: 0.524 nm2/s
Largest smoothed-envelope gap: 4.10 nm; with half nu: 2.01 nm
Largest gap over 80 nm from edge: 0.046 nm
Edge |h_xx|: 0.0439 1/nm integrated, 0.0444 1/nm formula
Smoothed edge width, slope jump/max|h_xx|: 22.5 nm
Initial width by same measure: 200 nm
Rough ripple wavelength: 30 nm; B: 5.98 nm4/s
Fourth-order edge: speed 0.0572 nm/s, width 9.5 nm
Beam divergence: 3 degrees rms; edge speed change: -0.33 percent
Beam heating: 0.20 W/cm2; emissivity 0.6; ambient 300 K; wafer 440 K
tests ok
```
